\section*{How long is the localization length of a 10 nm copper wire?}

\section*{Question}

A copper wire has a square cross-section of side $w=10$ nm. At zero temperature its static disorder must localize the electrons if the wire is long enough. How long is that, how does the length scale with the width, and why does a wire of this kind obey Ohm's law at room temperature?

\section*{What has to be estimated}

Let $g$ be the conductance in units of $2e^2/h$. The localization length $\xi$ is defined by the typical decay of $g$ in a phase-coherent wire of length $L$,
\begin{equation}
\langle \ln g\rangle \simeq -\frac{2L}{\xi},\qquad L\gg\xi .
\end{equation}
The answer has the form of a mode number times a scattering length. The scattering length must be elastic: phonon scattering is absent at zero temperature, so the room-temperature phonon path has no place in it.

The model is a free-electron metal with one electron per atom and hard walls. The disorder is static and mixes the modes thoroughly. In this model a thin slice of thickness $\delta L$ reflects an electron with the same mean probability $\delta L/\ell'$ whatever its incoming mode. This defines the backscattering length $\ell'$.

If phases are ignored, two mode-mixing pieces with reflection probabilities $R_i$ and transmissions $T_i=1-R_i$ combine by summing multiple reflections:
\begin{equation}
T_{12}=T_1T_2\sum_{n\ge0}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2}.
\end{equation}
Since $1-R_1R_2-T_1T_2=R_1T_2+R_2T_1$,
\begin{equation}
\frac{1-T_{12}}{T_{12}}=\frac{R_1}{T_1}+\frac{R_2}{T_2}.
\label{add}
\end{equation}
The ratio $R/T$ is additive and equals $L/\ell'$ for the whole wire. With $N$ modes per spin the classical conductance is therefore
\begin{equation}
g_{\rm cl}=\frac{N}{1+L/\ell'} .
\label{cl}
\end{equation}

\section*{Why the length is mode number times scattering length}

Take a coherent wire with $L\gg\xi$ and add a thin slice at its right end. The wire has transmission matrix $t$ and reflection matrix $r'$ for waves arriving from the right. The slice has transmission $\tau$ and reflection $\rho$ for waves arriving from the left. The right-moving amplitude $a$ between them obeys $a=t\,a_{\rm in}+r'\rho\,a$, so
\begin{equation}
t_{\rm tot}=\tau(1-r'\rho)^{-1}t .
\label{comp}
\end{equation}

Without spin-orbit scattering, time reversal makes $r'$ and $\rho$ symmetric. A symmetric matrix can be written $r'=U\sqrt{1-\mathcal T}\,U^{T}$, with $U$ unitary and $\mathcal T$ diagonal. Flux conservation, $r'r'^\dagger+tt^\dagger=1$, then gives $tt^\dagger=U\mathcal TU^\dagger$. Deep in the localized regime all $\mathcal T_j$ are small and one, $\mathcal T_1$, dominates. Hence $g\simeq\mathcal T_1$, $r'\simeq UU^T$, and the transmitted wave is the first column $u$ of $U$.

Define $\tilde\rho=U^T\rho U$ and let $e_1$ be the first unit vector. In the basis $U$, the wave reaching the slice is
\begin{equation}
x=(1-\tilde\rho)^{-1}e_1\simeq e_1+\tilde\rho e_1+\tilde\rho^2e_1 .
\end{equation}
Flux conservation in the slice, $\tau^\dagger\tau=1-\rho^\dagger\rho$, makes the transmitted flux $|x|^2-|\tilde\rho x|^2$. To second order,
\begin{align}
\frac{g_{\rm tot}}{g}&=1+2\,{\rm Re}\,\tilde\rho_{11}+|\tilde\rho e_1|^2+2\,{\rm Re}(\tilde\rho^2)_{11}-|\tilde\rho e_1|^2\nonumber\\
&=1+2\,{\rm Re}\,\tilde\rho_{11}+2\,{\rm Re}(\tilde\rho^2)_{11}.
\end{align}
With $\ln(1+y)\simeq y-y^2/2$,
\begin{equation}
\delta\ln g=2\,{\rm Re}\,\tilde\rho_{11}+2\,{\rm Re}(\tilde\rho^2)_{11}-2({\rm Re}\,\tilde\rho_{11})^2 .
\end{equation}

Thorough mixing means that the statistics of $\rho$ do not change under $\rho\to W\rho W^T$ for any unitary $W$. Thus $\tilde\rho$ has the same statistics as $\rho$. Choosing $W$ as a common phase shows that $\langle\rho\rangle$ and $\langle\rho\rho\rangle$ vanish, so $\langle({\rm Re}\,\tilde\rho_{11})^2\rangle=\tfrac12\langle|\rho_{11}|^2\rangle$ and
\begin{equation}
\langle\delta\ln g\rangle=-\langle|\rho_{11}|^2\rangle .
\label{key}
\end{equation}

It remains to find this variance. Let $v_d$ and $v_o$ be the mean squares of diagonal and off-diagonal elements. Independent phases for the modes remove correlations between different elements. Rotating modes 1 and 2 by $45^\circ$ turns $\rho_{11}$ into $\frac12(\rho_{11}+2\rho_{12}+\rho_{22})$. Invariance requires $v_d=\frac14(2v_d+4v_o)$, hence $v_d=2v_o$. The definition of $\ell'$ gives
\begin{equation}
N\frac{\delta L}{\ell'}=\langle{\rm tr}\,\rho\rho^\dagger\rangle=Nv_d+N(N-1)v_o=N(N+1)v_o .
\end{equation}
Thus $v_d=2\,\delta L/[(N+1)\ell']$, and Eq.~(\ref{key}) gives
\begin{equation}
\boxed{\;\xi=(N+1)\,\ell'\simeq N\ell'\;}
\label{xi}
\end{equation}
The factor $N$ arises because the dominant wave is weakened only by the part of the backscattering that returns it to its own time-reversed partner. That part is a fraction of order $1/N$ of the total.

\subsection*{Strong spin-orbit scattering}

If spin-orbit scattering randomizes the spin over a distance much shorter than $\xi$, there are $2N$ spin channels forming $N$ Kramers pairs. With each outgoing state chosen as the time reverse of an incoming one, $\rho$ and $r'$ are antisymmetric. The localized wire has $r'\simeq UJU^T$, where $J$ consists of $2\times2$ blocks with rows $(0,1)$ and $(-1,0)$. The leading transmission is doubly degenerate, so following one member of the pair is enough.

The expansion above holds with $\tilde\rho$ replaced by $J\tilde\rho$; the two quadratic norms still cancel because $J$ is unitary. Since $(J\tilde\rho)_{11}=\tilde\rho_{21}$, the mean change of $\ln g$ is $-v_o$. The diagonal elements vanish, so $2N(2N-1)v_o=2N\,\delta L/\ell'$ and
\begin{equation}
\langle\ln g\rangle\simeq-\frac{L}{(2N-1)\ell'},\qquad \xi_{\rm so}=(4N-2)\,\ell' .
\label{so}
\end{equation}
For many modes this is four times the previous length.

Products of random transfer matrices test both laws. Without spin-orbit scattering, $\xi/\ell'$ came out as 2.93 for $N=2$ and 5.08 for $N=4$, against 3 and 5. With it, $N=2$ gave 6.02 against 6.

\section*{The number of modes}

For electron density $n$, the Fermi wavenumber is $k_F=(3\pi^2n)^{1/3}$. Hard walls allow transverse wavenumbers $(\pi/w)(m_x,m_y)$ with positive integers, and a mode is open if its transverse wavenumber is below $k_F$. Set $q=k_Fw/\pi$. A disc of radius $q$ holds about $\pi q^2$ integer points. About $4q-1$ of them lie on the axes, the origin being counted once. One quarter of the rest is
\begin{equation}
N\simeq\frac{\pi q^2-4q+1}{4}=\frac{k_F^2w^2}{4\pi}-\frac{k_Fw}{\pi}+\frac14 .
\end{equation}
With the round value $n=8.5\times10^{28}$ m$^{-3}$, $k_F=13.60$ nm$^{-1}$. The area term is 1472 and the full expression gives 1429. Explicit counting gives $N=1432$, which is used below. The bulk $k_F$ has been kept, so the walled wire holds about 3 per cent fewer electrons than the bulk density; restoring the density raises $k_F$ to 13.76 nm$^{-1}$ and $N$ to about 1460. The count is therefore good to about two per cent, not to four figures.

\section*{The elastic scattering length}

\subsection*{From the Drude path to the backscattering length}

Let $\ell$ be the mean free path in the Drude conductivity $\sigma=ne^2\ell/(\hbar k_F)$. With $n=k_F^3/3\pi^2$ and cross-section $A$, a long wire has
\begin{equation}
G=\frac{\sigma A}{L}=\frac{e^2k_F^2A\,\ell}{3\pi^2\hbar L}.
\end{equation}
Equation~(\ref{cl}) gives, for $L\gg\ell'$ and $N\simeq k_F^2A/4\pi$,
\begin{equation}
G=\frac{e^2}{\pi\hbar}\,\frac{k_F^2A}{4\pi}\,\frac{\ell'}{L}.
\end{equation}
Equating the two yields $\ell'=4\ell/3$. In a mode at angle $\theta$ to the axis the corresponding length is $2\ell\cos\theta$, and $4\ell/3$ is its average over many modes. The average over the 1432 modes is $1.324\,\ell$, within one per cent of this.

In a real wire the modes are not reflected equally, and $\ell'$ is then fixed by the classical resistance of a long wire, as done here. Averaging the reflection probability of a thin slice over the modes would give a different length: it averages $1/(2\ell\cos\theta)$ and yields $\ell$ instead of $4\ell/3$. The resistance is the better guide because localization develops over distances much longer than $\ell'$, over which an electron visits many modes.

\subsection*{Diffuse surfaces}

Suppose that the walls scatter diffusely and that nothing else scatters. An electron at position $\mathbf r$, moving at angle $\theta$ to the axis, has flown a distance $d$ since it last left a wall. The field has given it an energy proportional to $d\cos\theta$, and its contribution to the current carries another factor $\cos\theta$. In the bulk $d$ is replaced by $\ell$ and the angular average of $\cos^2\theta$ is $1/3$. The effective Drude path is thus $\ell_s=3\langle d\cos^2\theta\rangle$.

Let $s$ be the distance to the wall projected on the cross-section, so that $d=s/\sin\theta$. The average over directions is
\begin{equation}
\frac{1}{4\pi}\int_0^{2\pi}\!s\,d\phi\int_0^\pi\!\cos^2\theta\,d\theta=\frac18\int_0^{2\pi}\!s\,d\phi
=\frac18\int\frac{d^2r'}{|\mathbf r-\mathbf r'|},
\end{equation}
because in polar coordinates about $\mathbf r$ the radial integral of $1/|\mathbf r-\mathbf r'|$ is $s$. Averaging over $\mathbf r$,
\begin{equation}
\ell_s=\frac{3}{8w^2}\iint\frac{d^2r\,d^2r'}{|\mathbf r-\mathbf r'|}=\frac{3w}{8}\,I .
\end{equation}
Here $I$ is the double integral for a unit square. In terms of coordinate differences, and with the symmetry about the diagonal,
\begin{align}
I&=4\int_0^1\!\!\int_0^1\frac{(1-x)(1-y)}{\sqrt{x^2+y^2}}\,dx\,dy\nonumber\\
&=8\int_0^{\pi/4}\!d\phi\int_0^{\sec\phi}(1-p\cos\phi)(1-p\sin\phi)\,dp\nonumber\\
&=8\int_0^{\pi/4}\Big(\tfrac12\sec\phi-\tfrac16\sec\phi\tan\phi\Big)d\phi\nonumber\\
&=4\ln(1+\sqrt2)-\tfrac43(\sqrt2-1).
\end{align}
Therefore
\begin{equation}
\ell_s=\tfrac32\,w\Big[\ln(1+\sqrt2)-\tfrac13(\sqrt2-1)\Big]=1.115\,w .
\end{equation}
For $w=10$ nm this is 11.15 nm, and the backscattering length is $\ell'_s=\frac43\times11.15=14.87$ nm.

\subsection*{Grain boundaries}

Let boundaries of reflectivity $R$, taken equal for all modes, cross the wire at mean spacing $D$. By Eq.~(\ref{add}) each adds $R/(1-R)$ to $L/\ell'$, so
\begin{equation}
\ell'_g=D\,\frac{1-R}{R}.
\end{equation}
The round values $D=10$ nm and $R=0.3$ give $\ell'_g=10\times0.7/0.3=23.3$ nm. Adding the two scattering rates is an approximation that overestimates $\ell'$, because the boundaries interrupt the long flights near the axis that carry much of the surface-limited current. Following electrons among walls and boundaries together gives 8.0 to 8.2 nm, depending on whether a boundary randomizes the direction, so the value below is too long by 10 to 14 per cent, and so is every $\xi$ built on it. Adding the rates gives
\begin{equation}
\frac1{\ell'}=\frac1{14.87\ {\rm nm}}+\frac1{23.33\ {\rm nm}},\qquad \ell'=9.08\ {\rm nm}.
\end{equation}

\section*{How large it is, and how it scales}

Equation~(\ref{xi}) now gives
\begin{equation}
\xi=1433\times9.08\ {\rm nm}\simeq13\ \mu{\rm m}.
\end{equation}
Surfaces alone give $1433\times14.87$ nm $\simeq21$ $\mu$m. With surfaces, grains and strong spin-orbit scattering, Eq.~(\ref{so}) gives $5726\times9.08$ nm $\simeq52$ $\mu$m. Which symmetry case applies depends on the spin relaxation length, which is not computed here. The condition is easily met, however: diffusing over 13 $\mu$m takes about $3(\xi/\ell)^2\simeq10^7$ elastic collisions, with $\ell=\frac34\ell'$, so a spin-flip probability well above $10^{-7}$ per collision already randomizes the spin. Spin relaxation lengths reported for copper are of order a micrometre or less, so a real wire is expected to follow the spin-orbit case. The shorter length, 13 $\mu$m, is used below as the case most favourable to localization. With surfaces and grains together, the estimate thus lies between about ten and fifty micrometres, and its first figure should not be trusted.

The mode number grows as $w^2$. If surfaces dominate, or if the grain size grows with the width, $\ell'$ grows as $w$ and $\xi\propto w^3$: doubling the width lengthens $\xi$ about eightfold. If grains of fixed size dominate, $\xi\propto w^2$.

Without spin-orbit scattering, the classical conductance at $L=\xi$ is $N/(N+2)$, or 0.999 here. With strong spin-orbit scattering it is $N/(4N-1)$, or about 0.25. In both cases localization sets in when the classical conductance has fallen to the order of one quantum. A 1 $\mu$m wire has $g_{\rm cl}\simeq1432/(1+110)\simeq13$, so it is not localized even at zero temperature.

The weakest assumption is thorough mixing. Electrons moving nearly along the axis seldom meet a wall, so surface disorder alone treats the modes unequally and a single $\ell'$ describes them poorly. Impurities, which would shorten $\ell'$, and the true shape of the copper Fermi surface are also left out.

\section*{Why it does not matter at room temperature}

Localization is an interference effect and needs phase coherence over a distance $\xi$. An electron that emits or absorbs a phonon changes the state of the lattice. Two paths that leave the lattice in different states do not interfere. A path and its time reverse may involve the same phonon, but at different times. This gives them a relative phase equal to the phonon frequency times the time difference, and that phase varies from event to event.

Take a phonon mean free path of 40 nm as a round room-temperature value, and let one event suffice to destroy the phase. The Fermi velocity is $v_F=1.575\times10^6$ m/s, so the coherence time is $\tau_\varphi=40\ {\rm nm}/v_F=25$ fs. The elastic Drude path $\frac34\ell'=6.81$ nm gives a diffusion constant $\mathcal D=v_F\ell/3=35.7$ cm$^2$/s. The coherence length is
\begin{equation}
L_\varphi=\sqrt{\mathcal D\tau_\varphi}\simeq9.5\ {\rm nm},
\end{equation}
shorter than $\xi$ by a factor of about 1400. Since $L_\varphi$ is hardly longer than the elastic path, the diffusion formula is only marginally valid. The conclusion does not hang on it: even a straight flight over the whole phonon path covers 40 nm, which is 325 times shorter than $\xi$. Nor does it require that one event be enough. Over times this short the relative phase may be only of order one radian, so several events may be needed. If ten were needed, a straight flight would still cover only 400 nm, about 32 times shorter than $\xi$.

\subsection*{What interference is left}

The wire acts as a chain of coherent segments of length $L_\varphi$, joined without phase memory. To see how much interference alters one segment, average the conductance change when a slice is added, using Eq.~(\ref{comp}) to second order. Terms linear in $\rho$, and those containing $\rho\rho$, average to zero. With $Q=tt^\dagger$ and $1-r'^\dagger r'=Q^*$, which follows from the symmetry of $r'$,
\begin{equation}
\langle\delta g\rangle=-\langle{\rm tr}\,Q\rho^\dagger Q^*\rho\rangle .
\end{equation}
The result $v_d=2v_o$ is equivalent to $\langle\rho_{ij}\rho^*_{kl}\rangle=v_o(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Inserting it gives
\begin{equation}
\frac{d\langle g\rangle}{dL}=-\frac{\langle g^2\rangle+\langle{\rm tr}\,Q^2\rangle}{(N+1)\ell'} .
\end{equation}
For large $N$ and $L$ of order $\ell'$, the term $g^2$ is of order $N^2$. Keeping it alone, without fluctuations, gives $dg/dL=-g^2/(N\ell')$, whose solution is Eq.~(\ref{cl}). The term ${\rm tr}\,Q^2\le g$ is at most of order $N$, as is the effect of replacing $N+1$ by $N$. If the variance of $g$ also grows no faster than $N$, the correction to $g$ stays of order one while $g$ itself grows with $N$.

Simulated coherent segments with $L\simeq2\ell'$ agree. The correction was $-0.079$ for $N=4$ and $-0.087$ for $N=8$, each with a sampling error of about 0.01, while the classical conductance doubled from 1.33 to 2.67. These results are for no spin-orbit scattering; with strong spin-orbit scattering the correction changes sign and is about half as large.

In the copper wire a segment has $g\simeq1432/(1+9.5/9.08)\simeq700$. If its modes are mixed as the model assumes, a correction of at most about one quantum changes its conductance by no more than about 0.14 per cent.

\subsection*{Ohm's law instead of exponential decay}

A single-mode chain shows the role of phase directly. Let 20 identical planes have reflectivity 0.3. If phase is lost between them, Eq.~(\ref{add}) gives a transmission $1/(1+20\times0.3/0.7)=0.1045$.

If phase is kept but the spacings are random, two pieces combine as
\begin{equation}
\ln T_{12}=\ln T_1+\ln T_2-2\ln\big|1-\sqrt{R_1R_2}\,e^{i\phi}\big| .
\end{equation}
The last term averages to zero over $\phi$, because the power series of $\ln(1-z)$ has no constant term. Hence $\langle\ln T\rangle=20\ln0.7$, a typical transmission of $8.0\times10^{-4}$; the simulated value is $8.5\times10^{-4}$. The scatterers are the same in both cases, and only the phase memory differs.

For a copper wire 100 $\mu$m long, the phonon path adds a backscattering length $\frac43\times40=53$ nm to the elastic one, giving $\ell'_{300}=7.76$ nm. Since rates are again simply added, the resulting room-temperature resistance is low, by some 7 to 10 per cent within this model:
\begin{equation}
\frac{h}{2e^2}\,\frac{1+L/\ell'_{300}}{N}=12.91\ {\rm k}\Omega\times\frac{1+12\,890}{1432}\simeq116\ {\rm k}\Omega,
\end{equation}
proportional to length. Full coherence would instead bring the factor $\exp(-2L/\xi)$ into the typical conductance. This is about $2\times10^{-7}$ for $\xi=13$ $\mu$m, but about $0.02$ for the 52 $\mu$m found with strong spin-orbit scattering: the exponential magnifies any uncertainty in $\xi$.

\subsection*{When it would matter}

To diffuse over $\xi=13$ $\mu$m an electron needs $\xi^2/\mathcal D\simeq47$ ns, about two million times the room-temperature coherence time. The temperature $\hbar\mathcal D/(k_B\xi^2)\simeq0.16$ mK expresses this time as an energy. For the 52 $\mu$m of the spin-orbit case the time is sixteen times longer, about 0.76 $\mu$s, and the temperature about 0.01 mK. It indicates how deep the cold regime lies, but it is not a computed transition temperature, which would require the dephasing by electron-electron collisions. The values used here are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
wire width: 10 nm
electron density: 8.50e+28 m^-3
grain spacing: 10 nm; boundary reflectivity: 0.3
phonon mean free path at room temperature: 40 nm
Fermi wavenumber: 13.60 nm^-1
Fermi velocity: 1.575e+06 m/s
modes per spin, counted: 1432
modes, area term only: 1472.4; with edge terms: 1429.3
mode average of 2cos(theta): 1.3238 (large-wire 4/3)
surface path / width, formula: 1.1150
surface path / width, quadrature: 1.1151
surface Drude path: 11.15 nm
surface backscattering length: 14.87 nm
grain backscattering length: 23.33 nm
combined backscattering length: 9.08 nm
combined elastic Drude path: 6.81 nm
xi/lb, beta=1, N=2: simulated 2.93, law 3
xi/lb, beta=1, N=4: simulated 5.08, law 5
xi/lb, beta=4, N=2: simulated 6.02, law 6
localization length, surfaces only: 21.3 um
localization length, surfaces and grains: 13.0 um
same with strong spin-orbit scattering: 52.0 um
classical conductance at L = xi: 0.999 x 2e^2/h
diffusion constant (elastic): 35.7 cm^2/s
phonon scattering time: 25.4 fs
coherence length at room temperature: 9.5 nm
xi / coherence length: 1366
xi / phonon path: 325
conductance of one coherent segment: 699 x 2e^2/h
bound on relative interference correction: 1.4e-03
test segment N=4: classical g 1.334, correction -0.079
test segment N=8: classical g 2.668, correction -0.087
20 planes, phase lost: transmission 0.1045
20 planes, coherent: typical transmission 8.48e-04
coherence time needed for localization: 47.4 ns
needed time / phonon time: 1.9e+06
indicative temperature scale: 0.161 mK
resistance quantum h/2e^2: 12.91 kohm
backscattering length with phonons: 7.76 nm
room-temperature resistance of 100 um: 116.2 kohm
coherent factor exp(-2L/xi) for 100 um: 2.1e-07
\end{verbatim}
